# Self-Bias of an Oscillating Floating Electrode and Its Ion Bombardment: test program

```python
# Result under test: a dc-isolated electrode whose sheath voltage oscillates with
# amplitude V has its mean bias shifted by -Te*ln(I0(V/Te)), Te in volts.
# D: mean potential drop from sheath edge to electrode; a = V/Te.
# R: electron saturation flux / ion flux; tau = C*Te/Ji: capacitor charging time.
# Assumed: Maxwellian quasi-static electrons, fixed mean ion flux, no emission.
# Ion model: collisionless planar sheath of fixed width s, potential ~ (x/s)**(4/3).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import ive

Te, V, Ti = 3.0, 30.0, 0.05
mass_u, density = 40.0, 1.0e16
frequency, capacitance = 13.56e6, 1.0e-5
M = mass_u * const.atomic_mass
e, m, eps0 = const.e, const.m_e, const.epsilon_0
a = V / Te
omega = 2 * np.pi * frequency


def log_i0(x):
    return x + np.log(ive(0, x))


# Electron flux from its definition: integrate v*f(v) above the barrier speed.
nodes, weights = np.polynomial.legendre.leggauss(80)
phase = 2 * np.pi * np.arange(1024) / 1024


def half_flux(barrier):
    vmin = np.sqrt(2 * np.maximum(np.atleast_1d(barrier), 0.0))
    v = vmin[:, None] + 5 * (nodes + 1)
    return 5 * (v * np.exp(-v**2 / 2)) @ weights


full_flux = half_flux(0.0)[0]


def solve_drop(swing, ratio):
    """Mean drop in units of Te giving zero cycle-averaged current."""
    def net(drop):
        flux = half_flux(drop - swing * np.cos(phase)) / full_flux
        return ratio * np.mean(flux) - 1
    return brentq(net, 0.0, np.log(ratio) + swing + 1, xtol=1e-12)


bohm = np.sqrt(e * Te / M)
electron_flux = density * np.sqrt(e * Te / m) * full_flux / np.sqrt(2 * np.pi)
R = electron_flux / (density * bohm)
assert abs(R / np.sqrt(M / (2 * np.pi * m)) - 1) < 1e-9
D0 = Te * solve_drop(0.0, R)
assert abs(D0 - Te * np.log(R)) < 1e-7

print(f"Te = {Te:.1f} V; V = {V:.1f} V; V/Te = {a:.1f}")
print(f"ion mass = {mass_u:.1f} u; Ti = {Ti:.2f} V")
print(f"edge density = {density:.1e} m^-3")
print(f"frequency = {frequency/1e6:.2f} MHz")
print(f"electron saturation/ion flux R = {R:.2f}")
print(f"drop without oscillation D0 = {D0:.3f} V")
print("bias shift: amplitude V, root V, formula V")
for amplitude in (3.0, 10.0, 30.0, 100.0):
    found = D0 - Te * solve_drop(amplitude / Te, R)
    formula = -Te * log_i0(amplitude / Te)
    assert abs(found - formula) < 1e-6
    print(f"  {amplitude:5.1f}  {found:9.4f}  {formula:9.4f}")
D = Te * solve_drop(a, R)
shift = D0 - D
assert D > V
small = 0.2
small_root = np.log(R) - solve_drop(small, R)
assert abs(small_root / (-small**2 / 4) - 1) < 0.005
large_limit = -V + Te / 2 * np.log(2 * np.pi * a)
assert abs(shift - large_limit) < 0.02 * Te
print(f"ln I0(V/Te) = {log_i0(a):.5f}")
print(f"I0(V/Te) = {np.exp(log_i0(a)):.2f}")
print(f"large-amplitude estimate = {large_limit:.3f} V")
print(f"total mean drop D = {D:.3f} V")
print(f"least, greatest drop = {D-V:.3f}, {D+V:.3f} V")
peak_ratio = 1 / ive(0, a)
print(f"peak electron/ion flux = {peak_ratio:.3f}")

# Electron saturation marks the limit of the formula.
a_limit = brentq(lambda x: 1 / ive(0, x) - R, 1.0, 1e5)
print(f"saturation-limit amplitude = {Te*a_limit:.0f} V")
R_low = 8.0
a_low = brentq(lambda x: 1 / ive(0, x) - R_low, 1.0, 1e3)
below = np.log(R_low) - solve_drop(5.0, R_low)
above = np.log(R_low) - solve_drop(40.0, R_low)
assert 5.0 < a_low < 40.0
assert abs(below + log_i0(5.0)) < 1e-7
assert above > -log_i0(40.0) + 0.02
print(f"test R = {R_low:.1f}: limit V/Te = {a_low:.3f}")
print(f"  V/Te=40 shift/Te: true {above:.3f}, formula {-log_i0(40.0):.3f}")

# Finite blocking capacitor: nonlinear equation against the Fourier solution.
orders = np.arange(1, 81)
bessel_ratio = ive(orders, a) / ive(0, a)


def capacitor_shift(theta, x):
    n = orders[:, None]
    terms = (np.cos(n * theta) + n * x * np.sin(n * theta)) / (1 + (n * x)**2)
    return -log_i0(a) - np.log(1 + 2 * bessel_ratio @ terms)


def integrate_capacitor(x, end, points):
    sol = solve_ivp(lambda t, u: (1 - np.exp(u + a * np.cos(t))) / x,
                    (0, end), [0.0], method="LSODA", t_eval=points,
                    rtol=1e-9, atol=1e-10, max_step=0.1)
    assert sol.success
    return sol.y[0]


theta_late = np.linspace(14 * np.pi, 16 * np.pi, 201)
direct = integrate_capacitor(1.0, 16 * np.pi, theta_late)
assert np.max(np.abs(direct - capacitor_shift(theta_late, 1.0))) < 1e-5

x_start = 100 * np.pi
times = np.array([1.0, 3.0])
startup = integrate_capacitor(x_start, 3 * x_start, times * x_start)
i0_value = np.exp(log_i0(a))
startup_law = -np.log(i0_value - (i0_value - 1) * np.exp(-times))
assert np.max(np.abs(startup - startup_law)) < 1e-3

ion_current = e * density * bohm
tau = capacitance * Te / ion_current
x_example = omega * tau
print(f"ion current density = {ion_current:.3f} A/m^2")
print(f"blocking capacitance = {capacitance:.1e} F/m^2")
print(f"charging time tau = {tau*1e6:.3f} us")
print(f"omega*tau = {x_example:.1f}")
print(f"shift at tau, 3 tau = {Te*startup[0]:.3f}, {Te*startup[1]:.3f} V")
print("finite capacitor: omega*tau, mean shift V")
theta = 2 * np.pi * np.arange(4096) / 4096
previous = 0.0
for x in (0.1, 1.0, 10.0, x_example):
    u = capacitor_shift(theta, x)
    mean_u = np.mean(u)
    assert -log_i0(a) < mean_u < previous
    assert np.max(np.exp(u + a * np.cos(theta))) < R
    previous = mean_u
    print(f"  {x:7.1f}  {Te*mean_u:10.5f}")
deficit = mean_u + log_i0(a)
deficit_law = np.sum(bessel_ratio**2 / (1 + (orders * x_example)**2))
assert abs(deficit / deficit_law - 1) < 0.01
print(f"example capacitor deficit = {Te*deficit*1e6:.3f} uV")

# Ion trajectories; y=(x/s)**(1/3) removes the cusp at the sheath edge.
debye = np.sqrt(eps0 * Te / (e * density))
s = np.sqrt(2) / 3 * debye * (2 * D / Te)**0.75
plasma_frequency = np.sqrt(density * e**2 / (eps0 * m))
sheath_capacitance = eps0 / s
assert sheath_capacitance < 0.01 * capacitance


def impact_energies(freq):
    """Impact energies in eV for ions entering uniformly in phase."""
    w = 2 * np.pi * freq
    t = np.arange(360) / (360 * freq)
    energy = np.full(360, Te / 2)

    def slope(y, time, kinetic):
        speed = np.sqrt(2 * e * kinetic / M)
        drop = D - V * np.cos(w * time)
        return 3 * y**2 * s / speed, 4 * y**3 * drop

    steps = 2000
    h = 1 / steps
    for j in range(steps):
        y = j * h
        t1, k1 = slope(y, t, energy)
        t2, k2 = slope(y + h/2, t + h*t1/2, energy + h*k1/2)
        t3, k3 = slope(y + h/2, t + h*t2/2, energy + h*k2/2)
        t4, k4 = slope(y + h, t + h*t3, energy + h*k3)
        t = t + h * (t1 + 2*t2 + 2*t3 + t4) / 6
        energy = energy + h * (k1 + 2*k2 + 2*k3 + k4) / 6
    return energy


expected_mean = D + Te / 2
wall_speed = np.sqrt(2 * e * expected_mean / M)
frequencies = (0.1e6, frequency, 100e6)
spectra = [impact_energies(f) for f in frequencies]
for energies in (spectra[0], spectra[2]):
    assert abs(np.mean(energies) / expected_mean - 1) < 0.005
assert abs(np.ptp(spectra[0]) / (2 * V) - 1) < 0.02
fast_width = 8 / 3 * V * wall_speed / (s * 2 * np.pi * frequencies[2])
# The fast-width law omits edge-entry terms of a few percent here.
assert abs(np.ptp(spectra[2]) / fast_width - 1) < 0.08

print(f"sheath width = {s*1e3:.4f} mm")
print(f"sheath capacitance = {sheath_capacitance:.3e} F/m^2")
print(f"omega/electron plasma frequency = {omega/plasma_frequency:.4f}")
print(f"100 MHz: same ratio = {2*np.pi*1e8/plasma_frequency:.4f}")
print(f"D + Te/2 = {expected_mean:.3f} V")
print("ions: MHz, mean eV, min eV, max eV, width eV")
for f, q in zip(frequencies, spectra):
    print(f"  {f/1e6:6.2f} {q.mean():7.3f} {q.min():7.3f}"
          f" {q.max():7.3f} {np.ptp(q):7.3f}")
print(f"fast-width law at 100 MHz = {fast_width:.3f} eV")

# Sampled transverse velocities test the angular average.
rng = np.random.default_rng(4)
sample_energy = rng.choice(spectra[1], 400000)
transverse = rng.normal(0, np.sqrt(e * Ti / M), (2, 400000))
tan_squared = np.sum(transverse**2, axis=0) / (2 * e * sample_energy / M)
angle_law = Ti * np.mean(1 / spectra[1])
assert abs(np.mean(tan_squared) / angle_law - 1) < 0.015
tan_rf = np.sqrt(angle_law)
tan_mean = np.sqrt(Ti / np.mean(spectra[1]))
tan_still = np.sqrt(Ti / (D0 + Te / 2))
assert tan_mean < tan_rf < tan_still
print(f"rms tan(angle), no oscillation = {tan_still:.5f}")
print(f"rms tan(angle), 13.56 MHz = {tan_rf:.5f}")
print(f"same mean energy, no spread = {tan_mean:.5f}")
print("no test failed")
```

Output:

```
Te = 3.0 V; V = 30.0 V; V/Te = 10.0
ion mass = 40.0 u; Ti = 0.05 V
edge density = 1.0e+16 m^-3
frequency = 13.56 MHz
electron saturation/ion flux R = 107.73
drop without oscillation D0 = 14.039 V
bias shift: amplitude V, root V, formula V
    3.0    -0.7077    -0.7077
   10.0    -5.5773    -5.5773
   30.0   -23.8289   -23.8289
  100.0   -91.9948   -91.9948
ln I0(V/Te) = 7.94297
I0(V/Te) = 2815.72
large-amplitude estimate = -23.789 V
total mean drop D = 37.868 V
least, greatest drop = 7.868, 67.868 V
peak electron/ion flux = 7.823
saturation-limit amplitude = 5542 V
test R = 8.0: limit V/Te = 10.446
  V/Te=40 shift/Te: true -35.812, formula -37.240
ion current density = 4.310 A/m^2
blocking capacitance = 1.0e-05 F/m^2
charging time tau = 6.961 us
omega*tau = 593.0
shift at tau, 3 tau = -22.454, -23.676 V
finite capacitor: omega*tau, mean shift V
      0.1    -1.22940
      1.0   -21.30211
     10.0   -23.79536
    593.0   -23.82891
example capacitor deficit = 9.580 uV
sheath width = 0.6836 mm
sheath capacitance = 1.295e-08 F/m^2
omega/electron plasma frequency = 0.0151
100 MHz: same ratio = 0.1114
D + Te/2 = 39.368 V
ions: MHz, mean eV, min eV, max eV, width eV
    0.10  39.374   9.378  69.366  59.988
   13.56  38.157  30.396  48.811  18.415
  100.00  39.351  38.050  40.693   2.643
fast-width law at 100 MHz = 2.567 eV
rms tan(angle), no oscillation = 0.05673
rms tan(angle), 13.56 MHz = 0.03672
same mean energy, no spread = 0.03620
no test failed
```
